\section*{Wavevector-resolved correlation energy of the uniform gas: RPA, ALDA and rALDA}

\section*{The system}

A spin-unpolarized electron gas of density $n$ moves in three dimensions on a neutralizing background. Atomic units are used in the algebra. The Fermi wavevector is $k_F=(3\pi^2n)^{1/3}$, the Wigner--Seitz radius is $r_s=(3/4\pi n)^{1/3}$, and $Q=q/k_F$. The Coulomb interaction is $v(q)=4\pi/q^2$, and at coupling $\lambda$ it is $\lambda v$, with the density held fixed.

\section*{Part (a): resolving the energy}

\textbf{Question.} Express the correlation energy per electron as $\varepsilon_c=\int_0^\infty dq\,\varepsilon_c(q)$, with $\varepsilon_c(q)$ given by the density response $\chi_\lambda(q,iu)$ at imaginary frequency.

\textbf{Answer.} At fixed density, the Hellmann--Feynman theorem gives $dE/d\lambda=\langle W\rangle_\lambda$, where $W$ is the interaction including the background. Per electron,
\[
\frac{\langle W\rangle_\lambda}{N}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_\lambda(q)-1],
\]
with $S_\lambda$ the static structure factor. The $\lambda=0$ value is the exchange energy. Subtracting it and integrating over $\lambda$ leaves correlation. Since $\frac12\cdot\frac{4\pi q^2}{8\pi^3}\cdot\frac{4\pi}{q^2}=\frac1\pi$,
\begin{equation}
\varepsilon_c(q)=\frac1\pi\int_0^1\!d\lambda\,[S_\lambda(q)-S_0(q)].
\label{eq:S}
\end{equation}
For excitation energies $\omega_m$ and volume $V$,
\[
\chi_\lambda(q,iu)=-\frac1V\sum_m\frac{2\omega_m|\langle m|\hat\rho_{\mathbf q}|0\rangle|^2}{\omega_m^2+u^2}.
\]
Because $\int_0^\infty 2\omega_m\,du/(\omega_m^2+u^2)=\pi$ and $\sum_m|\langle m|\hat\rho_{\mathbf q}|0\rangle|^2=NS_\lambda$, we have $S_\lambda=-(\pi n)^{-1}\int_0^\infty du\,\chi_\lambda$. Hence
\begin{equation}
\varepsilon_c(q)=-\frac{1}{\pi^2n}\int_0^1\!d\lambda\int_0^\infty\!du\,[\chi_\lambda-\chi_0](q,iu).
\label{eq:ac}
\end{equation}

\section*{Part (b): the free response}

\textbf{Question.} Evaluate $\chi_0(q,iu)$, and find its form for $q\gg k_F$.

\textbf{Answer.} An electron excited from $\mathbf k$ to $\mathbf k+\mathbf q$ gains $\Delta=q^2/2+\mathbf k\cdot\mathbf q$. The final state must be empty, but this restriction may be dropped: if both states are occupied, the partner $\mathbf k'=-\mathbf k-\mathbf q$ has $\Delta'=-\Delta$ and cancels the term. With two spins,
\[
\chi_0=-4\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{\Delta}{\Delta^2+u^2}.
\]
Slice the sphere perpendicular to $\mathbf q$ at $k_\parallel=k_Fs$, where the disc area is $\pi k_F^2(1-s^2)$. Set $z=q/2k_F$, $U=u/(qk_F)$ and $t=s+z$, so that $\Delta=qk_Ft$:
\[
\chi_0=-\frac{k_F}{4\pi^2z}\int_{z-1}^{z+1}\!dt\,\frac{[1-(t-z)^2]\,t}{t^2+U^2}.
\]
Polynomial division turns the integrand into
\[
(1-z^2+U^2)\frac{t}{t^2+U^2}+2z-\frac{2zU^2}{t^2+U^2}-t .
\]
The second and last terms integrate to $4z-2z=2z$, so
\begin{align}
\chi_0=-\frac{k_F}{2\pi^2}\Big\{&1+\frac{1+U^2-z^2}{4z}\ln\frac{U^2+(1+z)^2}{U^2+(1-z)^2}\nonumber\\
&-U\Big[\arctan\frac{1+z}{U}+\arctan\frac{1-z}{U}\Big]\Big\}.
\end{align}
For $q\gg k_F$, $\Delta\to q^2/2$. The occupied states of one spin have density $n/2$, so
\begin{equation}
\chi_0\to-\frac{nq^2}{u^2+q^4/4}.
\label{eq:bigq}
\end{equation}

\section*{Part (c): the kernels}

\textbf{Question.} Write $\chi_\lambda$ for a static exchange-correlation kernel. Find how the ALDA kernel depends on $\lambda$, and its exchange part. Where does the exchange-only kernel cancel $v$?

\textbf{Answer.} Let $f_\lambda=-\lambda vG_\lambda$ define the local field factor $G_\lambda$, and let $w=v(1-G_\lambda)$. The Dyson equation $\chi_\lambda^{-1}=\chi_0^{-1}-\lambda w$ gives
\begin{equation}
\chi_\lambda-\chi_0=\frac{\chi_0}{1-\lambda w\chi_0}-\chi_0=\frac{\lambda w\chi_0^2}{1-\lambda w\chi_0}.
\label{eq:dyson}
\end{equation}
The RPA has $G=0$. For ALDA, measure lengths by $\mathbf r'=\lambda\mathbf r$. Kinetic energy and $\lambda/r$ both acquire the factor $\lambda^2$, and the density becomes $n/\lambda^3$, so $\varepsilon_{xc}^\lambda(n)=\lambda^2\varepsilon_{xc}(n/\lambda^3)$. With $e(n)=n\varepsilon_{xc}(n)$, the energy density at coupling $\lambda$ is $\lambda^5e(n/\lambda^3)$. Two derivatives bring $\lambda^{-6}$:
\[
f_\lambda(n)=\lambda^{-1}f(n/\lambda^3),\qquad f=e''.
\]
The scaled gas has Fermi wavevector $k_F/\lambda$ and radius $\lambda r_s$. Therefore
\[
G_\lambda=-\frac{q^2f(n/\lambda^3)}{4\pi\lambda^2}=A(\lambda r_s)Q^2,\qquad A=-\frac{k_F^2f}{4\pi},
\]
where $A$ is evaluated wholly in the scaled gas.

For exchange, $e_x=-\frac{3}{4\pi}(3\pi^2)^{1/3}n^{4/3}$. Then $e_x''=-\frac1{3\pi}(3\pi^2)^{1/3}n^{-2/3}=-\pi/k_F^2$, so $A=1/4$ at every coupling. This exchange-only version is called ALDAx below. Its $w$ vanishes at $q=2k_F$ and is negative beyond.

The exchange-only renormalized ALDA (rALDA) sets $w=0$ there: $G=\min(Q^2/4,1)$. It is static and, since it depends on $q$, nonlocal in space.

\section*{Part (d): ordering}

\textbf{Question.} Order the four profiles $\varepsilon_c(q)$ without evaluating them. State the conditions.

\textbf{Answer.} From \eqref{eq:dyson},
\[
\frac{\partial}{\partial w}\frac{\lambda w\chi_0^2}{1-\lambda w\chi_0}=\frac{\lambda\chi_0^2}{(1-\lambda w\chi_0)^2}>0 .
\]
By the minus sign in \eqref{eq:ac}, a larger $w$ makes $\varepsilon_c(q)$ more negative, provided $1-\lambda w\chi_0$ stays positive. If also $A>1/4$, meaning that correlation makes $f$ more negative, then for $q>0$
\[
\text{RPA}<\text{rALDA}\le\text{ALDAx}<\text{ALDA},
\]
with equality for $q\le2k_F$.

The denominator is safe for $w\ge0$, because $\chi_0<0$. For ALDAx beyond $2k_F$, write $\chi_0(q,0)=-(k_F/\pi^2)h(Q)$. Then $w\chi_0=\frac{4}{\pi k_F}\big(\frac14-\frac1{Q^2}\big)h(Q)$, which grows as $1/k_F$. At low enough density it reaches one and the formula fails, near $r_s=64$~bohr. The full ALDA, with its larger $A$, fails earlier, near $r_s=30$~bohr. The denominator was positive at every grid point used below.

\section*{Part (e): long waves}

\textbf{Question.} Find the first two terms of $\varepsilon_c(q)$ as $q\to0$. Do they distinguish the kernels?

\textbf{Answer.} $S_0$ is the fraction of the Fermi sphere that a shift by $q$ moves outside it. For $Q<2$,
\[
S_0=1-\frac{2\int_{Q/2}^1\pi(1-s^2)\,ds}{4\pi/3}=\frac{3Q}{4}-\frac{Q^3}{16}.
\]
At $u\gg qk_F$, the integral for $\chi_0$ gives $-nq^2/u^2$, since $\mathbf k\cdot\mathbf q$ averages to zero. Here $G\propto q^2$, so $w\to4\pi/q^2$. With $\omega_p^2=4\pi n$,
\[
\chi_\lambda\to-\frac{nq^2}{u^2+\lambda\omega_p^2},\qquad S_\lambda\to\frac{q^2}{2\sqrt\lambda\,\omega_p}.
\]
Using $\int_0^1d\lambda/(2\sqrt\lambda)=1$ in \eqref{eq:S},
\begin{equation}
\varepsilon_c(q)=-\frac{3q}{4\pi k_F}+\frac{q^2}{\pi\omega_p}+O(q^3).
\end{equation}
The plasmon form fails for $\lambda\lesssim q^2/k_F$, where screening is incomplete. That interval has width of order $q^2$ and an integrand of order $q$, hence the cubic remainder. All four kernels share both terms, so their profiles can differ only at higher order in $q$.

\section*{Part (f): short waves}

\textbf{Question.} Find the large-$q$ tails of the RPA and the local kernels. Compare them with the tail required by the electron--electron cusp.

\textbf{Answer.} At large $q$, $\lambda w\chi_0\to0$ and \eqref{eq:dyson} becomes $\lambda w\chi_0^2$. From \eqref{eq:bigq}, with $a=q^2/2$,
\[
\int_0^\infty\!\chi_0^2\,du=n^2q^4\,\frac{\pi}{4a^3}=\frac{2\pi n^2}{q^2},
\qquad
\varepsilon_c(q)\to-\frac{2n}{\pi q^2}\int_0^1\!d\lambda\,\lambda w .
\]
For the RPA, $w=4\pi/q^2$. For ALDA, $w\to-4\pi A/k_F^2$. Thus
\begin{align}
\text{RPA:}\quad&\varepsilon_c(q)\to-\frac{4n}{q^4},\\
\text{ALDA:}\quad&\varepsilon_c(q)\to+\frac{8n}{k_F^2q^2}\int_0^1\!d\lambda\,\lambda A(\lambda r_s).
\end{align}
With $A=1/4$ the second is $n/(k_F^2q^2)$.

For the true tail, consider two electrons at small separation $r$. Their relative motion obeys $(-\nabla^2+\lambda/r)\psi=$ finite terms. Put $\psi\propto1+br$ for the $s$ wave. Since $\nabla^2r=2/r$, cancelling the $1/r$ terms requires $b=\lambda/2$. Higher partial waves contribute to $|\psi|^2$ from order $r^2$. The pair function is then $g_\lambda(r)=g_\lambda(0)(1+\lambda r+\dots)$. From $\nabla^2\nabla^2r=-8\pi\delta(\mathbf r)$, the transform of $r$ is $-8\pi/q^4$, and $S_\lambda-1\to-8\pi n\lambda g_\lambda(0)/q^4$. As $S_0=1$ beyond $2k_F$,
\begin{equation}
\varepsilon_c(q)\to-\frac{8n}{q^4}\int_0^1\!d\lambda\,\lambda g_\lambda(0).
\end{equation}
At $\lambda=0$ parallel spins never meet and opposite spins are uncorrelated, so $g_0(0)=1/2$. Taking repulsion to lower this value, the true tail is at most $2n/q^4$ in magnitude. The RPA tail is too negative by at least a factor of two.

The ALDA tail has the wrong sign and decays too slowly, because a kernel constant in $q$ and used at every frequency outlasts $v$. A large-$q$ constant is not by itself the flaw: the exact static kernel also tends to a negative constant, $-2t_c/3n$ with $t_c$ the correlation kinetic energy per electron, about a sixth of the ALDA value at $r_s=2$~\AA. The tail is set by frequencies $u\sim q^2/2$, where the static value does not apply. In real space, the ALDAx result $S_\lambda-1\to2\pi n\lambda/(k_F^2q^2)$ means $g_\lambda\to\lambda/(2k_F^2r)$, a spurious divergence at contact. The rALDA has no tail, which omits the small negative one.

\section*{Part (g): numbers}

\textbf{Question.} Quadrature of \eqref{eq:ac} at $r_s=2$~\AA\ gives these energies per electron, in eV:

\begin{center}
\begin{tabular}{lrrrr}
 & $0$ to $k_F$ & $k_F$ to $2k_F$ & above $2k_F$ & total\\
RPA & $-0.657$ & $-0.491$ & $-0.157$ & $-1.305$\\
ALDA & $-0.622$ & $-0.250$ & $0.359$ & $-0.512$\\
ALDAx & $-0.624$ & $-0.271$ & $0.317$ & $-0.577$\\
rALDA & $-0.624$ & $-0.271$ & $0.000$ & $-0.895$
\end{tabular}
\end{center}

The PW92 parametrization, a fit to quantum Monte Carlo energies, gives $-0.8935$~eV. It also supplies the correlation part of the ALDA kernel. Find the errors and locate their origin.

\textbf{Answer.} Relative to PW92, and with one more digit kept in the totals, the RPA error is $-1.3047+0.8935=-0.411$~eV and the ALDA error is $-0.5123+0.8935=+0.381$~eV. These are 46\% and 43\% of the reference magnitude. The rALDA error is $-0.001$~eV, below 0.2\% of the reference magnitude. This is smaller than the spread among fits to quantum Monte Carlo energies: against the Perdew--Zunger fit ($-0.8990$~eV) the error is $+0.004$~eV, and against the Vosko--Wilk--Nusair fit ($-0.8913$~eV) it is $-0.004$~eV. Its sign at this density is therefore not resolved.

PW92 fixes the total and not its distribution over $q$, so the bands compare the kernels with one another. RPA lies below rALDA by $0.033$, $0.220$ and $0.157$~eV in the three bands. More than half of the difference comes from $k_F<q<2k_F$, and little from long waves, in line with part (e).

ALDAx and rALDA differ above $2k_F$ alone, by $0.317$~eV. Removing that positive tail removes essentially the whole ALDAx error. The full ALDA profile changes sign at $Q=1.92$. This lies between $2$, the zero of $w$ for $A=1/4$ as $\lambda\to0$, and $1/\sqrt{0.2792}=1.89$, its zero at $\lambda=1$.

The agreement of rALDA may involve compensation, since rALDA assigns no energy to $q>2k_F$. Integrating the largest tail allowed by part (f), $-2n/q^4$, from $2k_F$ gives
\[
-\frac{2n}{3(2k_F)^3}=-\frac{1}{36\pi^2}\ \text{hartree}=-0.077\ \text{eV}.
\]
This bounds the magnitude of the asymptotic form, since it takes $g_\lambda(0)=1/2$. It is not the true energy above $2k_F$, because the asymptotic form need not hold down to $2k_F$. If the true energy above $2k_F$ is $-x$ with $x>0$, and PW92 is taken as the exact total, rALDA is too negative below $2k_F$ by $x$ plus its total error of $0.001$~eV.

The signs of the RPA and ALDA errors persist at the other densities computed. Errors against PW92, in eV, are:

\begin{center}
\begin{tabular}{crrr}
$r_s$ (\AA) & RPA & ALDA & rALDA\\
0.5 & $-0.52$ & $0.36$ & $0.02$\\
1.0 & $-0.47$ & $0.37$ & $0.01$\\
2.0 & $-0.41$ & $0.38$ & $0.00$\\
3.0 & $-0.38$ & $0.39$ & $-0.01$
\end{tabular}
\end{center}

The rALDA error changes sign near $r_s=2$~\AA, so its near-zero value there is partly a crossing. Its magnitude stays within about $0.02$~eV at these four densities. The ALDA error grows with $r_s$ while the ALDAx error falls from $0.34$ to $0.31$~eV, so the growth comes from the correlation part of the local kernel. The numerical output lists the profiles at eight wavevectors for $r_s=2$~\AA\ and the totals at all four densities.

\section*{Numbers as computed}
\begin{verbatim}
Main example: r_s = 2.000 angstrom
r_s in atomic units = 3.7795 bohr
density = 0.029842 angstrom^-3
Fermi wavevector kF = 0.9596 angstrom^-1
plasmon energy = 6.415 eV
ALDA coefficient A at full coupling = 0.2792
ALDA profile changes sign at q/kF = 1.9210
RPA tail: eps_c(q) q^4/(4n) at q/kF=60: -1.0001
ALDAx tail: eps_c(q) q^2 kF^2/n, same q: 0.9991
ALDA tail: computed/predicted, same q: 0.9992
Profile eps_c(q) in eV angstrom
  q/kF       RPA      ALDA     ALDAx     rALDA
  0.25  -0.59617  -0.59441  -0.59450  -0.59450
  0.50  -0.82465  -0.80544  -0.80667  -0.80667
  1.00  -0.77532  -0.63805  -0.64880  -0.64880
  1.50  -0.51114  -0.23447  -0.25854  -0.25854
  2.00  -0.24361   0.02334   0.00000   0.00000
  2.50  -0.10094   0.07601   0.06115   0.00000
  3.00  -0.04861   0.07395   0.06390   0.00000
  4.00  -0.01526   0.05247   0.04706   0.00000
Energy per electron by wavevector band, in eV
  kernel   0 to kF  kF to 2kF  above 2kF    total
  RPA      -0.6574   -0.4905   -0.1568   -1.3047
  ALDA     -0.6217   -0.2498    0.3592   -0.5123
  ALDAx    -0.6243   -0.2705    0.3175   -0.5773
  rALDA    -0.6243   -0.2705    0.0000   -0.8948
  RPA minus rALDA -0.0330 -0.2200 -0.1568 -0.4099
Integral of -2n/q^4 above 2kF = -0.0766 eV
Total correlation energy per electron, in eV
  r_s/angstrom    PW92      RPA     ALDA    ALDAx    rALDA
     0.5       -1.6623  -2.1841  -1.3024  -1.3254  -1.6398
     1.0       -1.2493  -1.7177  -0.8812  -0.9206  -1.2359
     2.0       -0.8935  -1.3047  -0.5123  -0.5773  -0.8948
     3.0       -0.7150  -1.0923  -0.3205  -0.4068  -0.7264
Error against PW92, in eV
  r_s/angstrom     RPA     ALDA    ALDAx    rALDA
     0.5       -0.5219   0.3598   0.3369   0.0225
     1.0       -0.4683   0.3681   0.3288   0.0134
     2.0       -0.4112   0.3812   0.3161  -0.0014
     3.0       -0.3773   0.3945   0.3082  -0.0114
\end{verbatim}
